**Opposite azimuths and momentum conservation in binary collisions**

For a target atom at rest, the azimuths of ion and recoil must differ by π; for any other gap g the momentum mismatch is 2p_t|cos(g/2)|. Here p_t = μv sin Θ is the transverse momentum of either particle, μ the reduced mass, v the ion speed and Θ the centre-of-mass scattering angle. The program integrates a three-dimensional boron–silicon collision at 20 keV and asserts that it agrees with the scattering integral, the laboratory formulas and the gap of π. It then rotates the recoil and asserts that energy is conserved in the target's rest frame while momentum fails by the stated amount. Further assertions cover a sideways-moving frame, pairwise drag and a moving target. In a Monte Carlo run of 10000 ions with 40 collisions each, opposite azimuths conserve momentum to rounding error, while independent ones give a root-mean-square mismatch of 36.9 % of the initial momentum. The energy-weighted recoil directions agree within the asserted statistical tolerance, but the ion–recoil transverse correlation changes from −1 to 0.03.

## Verification by program

```python
"""Result under test: in a binary collision with a target atom at rest, energy
does not fix the azimuths of ion and recoil, but transverse momentum requires
them to differ by pi.  For an azimuth gap g the momentum mismatch is
2*pt*|cos(g/2)|, with pt = mu*v*sin(Theta).
Symbols: m1, m2 ion and target masses; mu reduced mass; E ion energy; v speed;
Theta centre-of-mass angle; T energy transfer; pt transverse momentum.
Internal units: nm, eV, u; momentum sqrt(u eV), printed in MeV/c.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad

# Inputs: boron into silicon
z1, z2, m1, m2 = 5, 14, 11.0, 28.0
energy, impact = 20000.0, 0.01
plane_azimuth = np.radians(35.0)
temperature, debye_temperature = 300.0, 640.0   # K, second value rough
displacement_energy = 15.0                      # eV, rough
lattice_constant = 0.543                        # nm, rough

coulomb = z1 * z2 * sc.e / (4 * np.pi * sc.epsilon_0) * 1e9     # eV nm
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
screen = 0.8854 * bohr / (z1**0.23 + z2**0.23)
u_ev = sc.atomic_mass * sc.c**2 / sc.e
to_mev = np.sqrt(u_ev) * 1e-6                   # sqrt(u eV) -> MeV/c
weights = (0.1818, 0.5099, 0.2802, 0.02817)
decays = (3.2, 0.9423, 0.4029, 0.2016)
mu = m1 * m2 / (m1 + m2)
gamma = 4 * m1 * m2 / (m1 + m2)**2
v0 = np.sqrt(2 * energy / m1)
p0 = m1 * v0


def potential(r):
    return coulomb / r * sum(c * np.exp(-d * r / screen)
                             for c, d in zip(weights, decays))


def force(r):
    x = r / screen
    return coulomb / r**2 * sum(c * (1 + d * x) * np.exp(-d * x)
                                for c, d in zip(weights, decays))


def collide(b, drag=0.0, target_velocity=(0.0, 0.0, 0.0)):
    """Final velocities from Newton's equations for both atoms in 3D."""
    far = 100 * screen
    start = np.concatenate([
        [b * np.cos(plane_azimuth), b * np.sin(plane_azimuth), -far],
        [0.0, 0.0, 0.0], [0.0, 0.0, v0], target_velocity])

    def rates(t, y):
        sep = y[0:3] - y[3:6]
        r = np.sqrt(sep @ sep)
        f = force(r) * sep / r
        f = f - drag * np.exp(-r / screen) * (y[6:9] - y[9:12])
        return np.concatenate([y[6:12], f / m1, -f / m2])

    sol = solve_ivp(rates, (0, 2.5 * far / v0), start, method="DOP853",
                    rtol=1e-11, atol=1e-12, max_step=screen / v0)
    assert sol.success
    return sol.y[6:9, -1], sol.y[9:12, -1]


def cm_angle(b, e_lab, nodes=24):
    """Centre-of-mass angle from the classical scattering integral."""
    b, e_lab = np.atleast_1d(b).astype(float), np.atleast_1d(e_lab)
    e_cm = e_lab * m2 / (m1 + m2)
    low, high = b.copy(), b + 1.01 * coulomb / e_cm
    for _ in range(50):
        mid = 0.5 * (low + high)
        inside = 1 - potential(mid) / e_cm - (b / mid)**2 < 0
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    r_min = 0.5 * (low + high)
    s = np.cos((np.arange(nodes) + 0.5) * np.pi / (2 * nodes))[None, :]
    g = (1 - potential(r_min[:, None] / s) / e_cm[:, None]
         - (b / r_min)[:, None]**2 * s**2)
    total = np.sqrt((1 - s**2) / g).sum(axis=1)
    theta = np.pi - np.pi * b / (r_min * nodes) * total
    return np.clip(theta, 0, np.pi), r_min


def azimuth_gap(a, b):
    return (np.arctan2(b[1], b[0]) - np.arctan2(a[1], a[0])) % (2 * np.pi)


def rotate_z(vec, angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([c * vec[0] - s * vec[1], s * vec[0] + c * vec[1], vec[2]])


def kinetic(a, b):
    return 0.5 * m1 * a @ a + 0.5 * m2 * b @ b


# One collision: trajectory against scattering integral and lab formulas
vi, vr = collide(impact)
theta_arr, rmin_arr = cm_angle(impact, energy, nodes=400)
theta, r_min = theta_arr[0], rmin_arr[0]
relative = vi - vr
theta_path = np.arccos(relative[2] / np.linalg.norm(relative))
assert abs(theta_path - theta) < 1e-5
ion_polar = np.arctan2(np.sin(theta), np.cos(theta) + m1 / m2)
recoil_polar = (np.pi - theta) / 2
transfer = gamma * energy * np.sin(theta / 2)**2
pt = mu * v0 * np.sin(theta)
assert abs(np.arctan2(np.hypot(*vi[:2]), vi[2]) - ion_polar) < 1e-5
assert abs(np.arctan2(np.hypot(*vr[:2]), vr[2]) - recoil_polar) < 1e-5
assert abs(0.5 * m2 * vr @ vr / transfer - 1) < 1e-4
assert abs(m1 * np.hypot(*vi[:2]) / pt - 1) < 1e-4
assert abs(m2 * np.hypot(*vr[:2]) / pt - 1) < 1e-4
gap = azimuth_gap(vi, vr)
assert abs(gap - np.pi) < 1e-7
assert abs(np.arctan2(vi[1], vi[0]) - plane_azimuth) < 1e-7
assert abs(kinetic(vi, vr) / energy - 1) < 1e-8

# Wrong azimuths: rotate the recoil about the incoming direction
incoming = np.array([0.0, 0.0, p0])


def mismatch(gap_angle):
    turned = rotate_z(vr, gap_angle - gap)
    return m1 * vi + m2 * turned - incoming, turned


gap_degrees = (0, 60, 90, 120, 180)
gap_sizes = []
for degrees in gap_degrees:
    g = np.radians(degrees)
    delta, turned = mismatch(g)
    size = np.linalg.norm(delta)
    gap_sizes.append(size)
    assert abs(size - 2 * pt * abs(np.cos(g / 2))) < 1e-4 * pt
    assert abs(kinetic(vi, turned) / energy - 1) < 1e-8
    assert abs(delta[2]) < 1e-6 * p0
grid = (np.arange(3600) + 0.5) * 2 * np.pi / 3600
sizes = np.array([np.linalg.norm(mismatch(g)[0]) for g in grid])
mean_size, rms_size = sizes.mean(), np.sqrt((sizes**2).mean())
assert abs(mean_size / pt - 4 / np.pi) < 2e-4
assert abs(rms_size / pt - np.sqrt(2)) < 2e-4

# The same wrong event seen from a frame moving sideways
delta, turned = mismatch(np.pi / 2)
boost = 0.01 * v0 * delta / np.linalg.norm(delta)
before = kinetic(np.array([0, 0, v0]) - boost, -boost)
boost_error = kinetic(vi - boost, turned - boost) - before
assert abs(boost_error + boost @ delta) < 1e-3
right_error = kinetic(vi - boost, vr - boost) - before
assert abs(right_error) < 1e-3

# Pairwise inelastic drag removes energy but leaves the azimuth gap
di, dr = collide(impact, drag=100.0)
drag_loss = energy - kinetic(di, dr)
drag_gap = azimuth_gap(di, dr)
assert drag_loss > 10
assert abs(drag_gap - np.pi) < 1e-7

# Thermal and zero-point momentum of the target, one component
kt_debye = sc.k * debye_temperature / sc.e
ratio = debye_temperature / temperature
mode_energy = kt_debye * quad(
    lambda y: 3 * y**3 * (1 / np.expm1(y * ratio) + 0.5), 0, 1)[0]
p_thermal = np.sqrt(m2 * mode_energy)
normal = np.array([-np.sin(plane_azimuth), np.cos(plane_azimuth), 0])
ti, tr = collide(impact, target_velocity=p_thermal / m2 * normal)
thermal_shift = abs(azimuth_gap(ti, tr) - np.pi)
assert abs(thermal_shift / (p_thermal / pt) - 1) < 0.02

# Other neglected effects
density = 8 / lattice_constant**3
step = density**(-1 / 3)
b_max = step / np.sqrt(np.pi)
theta_median = cm_angle(b_max / np.sqrt(2), energy, nodes=400)[0][0]
pt_median = mu * v0 * np.sin(theta_median)
theta_edge = 2 * np.arcsin(np.sqrt(displacement_energy / (gamma * energy)))
pt_edge = mu * v0 * np.sin(theta_edge)
bond = np.sqrt(3) / 4 * lattice_constant
ni, _ = collide(bond - impact)
p_neighbour = m1 * np.hypot(*ni[:2])
p_lattice = np.sin(recoil_polar) * np.sqrt(2 * m2) * (
    np.sqrt(transfer) - np.sqrt(transfer - displacement_energy))
stopping = (0.01212 * z1**(7 / 6) * z2 * np.sqrt(energy / m1)
            / (z1**(2 / 3) + z2**(2 / 3))**1.5)                # eV nm^2
inelastic = (0.045 * stopping / (np.pi * screen**2)
             * np.exp(-0.3 * r_min / screen))
electron_ev = sc.m_e * sc.c**2 / sc.e
p_electrons = np.sqrt(2 * electron_ev * (z1 + z2) * inelastic) * 1e-6
hbar_c = sc.hbar * sc.c / sc.e * 1e9
action_ratio = pt * to_mev * 1e6 * impact / hbar_c

# Many collisions in amorphous silicon, nuclear collisions only
rng = np.random.default_rng(7)
ions, collisions = 10000, 40
e_ion = np.full(ions, energy)
direction = np.tile([0.0, 0.0, 1.0], (ions, 1))
sum_right, sum_wrong = np.zeros((ions, 3)), np.zeros((ions, 3))
side_right, side_wrong = np.zeros(ions), np.zeros(ions)
predicted, displacing, total_transfer = (np.zeros(ions) for _ in range(3))
for _ in range(collisions):
    b = b_max * np.sqrt(1 - rng.random(ions))
    th = cm_angle(b, e_ion)[0]
    t = gamma * e_ion * np.sin(th / 2)**2
    a1 = np.arctan2(np.sin(th), np.cos(th) + m1 / m2)
    a2 = (np.pi - th) / 2
    phi = 2 * np.pi * rng.random(ions)
    phi_free = 2 * np.pi * rng.random(ions)
    axis = np.where(np.abs(direction[:, :1]) < 0.9,
                    [[1.0, 0.0, 0.0]], [[0.0, 1.0, 0.0]])
    e1 = np.cross(direction, axis)
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(direction, e1)

    def turn(polar, azimuth):
        return (np.cos(polar)[:, None] * direction
                + (np.sin(polar) * np.cos(azimuth))[:, None] * e1
                + (np.sin(polar) * np.sin(azimuth))[:, None] * e2)

    recoil_right, recoil_wrong = turn(a2, phi + np.pi), turn(a2, phi_free)
    p_recoil = np.sqrt(2 * m2 * t)[:, None]
    sum_right += p_recoil * recoil_right
    sum_wrong += p_recoil * recoil_wrong
    side_right += t * (recoil_right[:, :2]**2).sum(axis=1)
    side_wrong += t * (recoil_wrong[:, :2]**2).sum(axis=1)
    square = 2 * (mu * np.sqrt(2 * e_ion / m1) * np.sin(th))**2
    predicted += square
    displacing += np.where(t > displacement_energy, square, 0)
    total_transfer += t
    direction = turn(a1, phi)
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    e_ion = e_ion - t

p_ion = np.sqrt(2 * m1 * e_ion)[:, None] * direction
error_right = np.linalg.norm(p_ion + sum_right - incoming, axis=1)
error_wrong = np.linalg.norm(p_ion + sum_wrong - incoming, axis=1)
assert error_right.max() < 1e-9 * p0


def agrees(sample):
    """Zero mean within five standard errors."""
    return abs(sample.mean()) < 5 * sample.std() / np.sqrt(len(sample))


assert agrees(error_wrong**2 - predicted)
assert agrees(side_right - side_wrong)


def correlation(recoils):
    a, b = p_ion[:, :2], recoils[:, :2]
    return (a * b).sum() / np.sqrt((a**2).sum() * (b**2).sum())


corr_right, corr_wrong = correlation(sum_right), correlation(sum_wrong)
assert abs(corr_right + 1) < 1e-9
assert corr_wrong > -0.1
rms_wrong = np.sqrt((error_wrong**2).mean())
rms_predicted = np.sqrt(predicted.mean())
ion_side = np.sqrt((p_ion[:, :2]**2).sum(axis=1).mean())

deg = np.degrees
print(f"Ion B {m1:.0f} u, target Si {m2:.0f} u, energy {energy:.0f} eV")
print(f"Impact parameter {impact:.3f} nm, screening length {screen:.5f} nm")
print(f"Closest approach {r_min:.5f} nm")
print(f"Reduced mass {mu:.4f} u, gamma {gamma:.4f}")
print(f"Incoming momentum {p0*to_mev:.3f} MeV/c")
print(f"CM angle: integral {deg(theta):.4f}, path {deg(theta_path):.4f} deg")
print(f"Lab polar angles: ion {deg(ion_polar):.3f} deg, "
      f"recoil {deg(recoil_polar):.3f} deg")
print(f"Energy transfer {transfer:.2f} eV, ion keeps {energy-transfer:.2f} eV")
print(f"Transverse momentum pt {pt*to_mev:.4f} MeV/c = {100*pt/p0:.2f} % of p0")
print(f"Azimuths on path: ion {deg(np.arctan2(vi[1], vi[0])):.4f} deg, "
      f"gap {deg(gap):.6f} deg")
for degrees, size in zip(gap_degrees, gap_sizes):
    print(f"Gap {degrees:3d} deg: momentum mismatch {size*to_mev:.4f} MeV/c")
print(f"Uniform gap: mean mismatch {mean_size*to_mev:.4f} MeV/c, "
      f"{mean_size/pt:.4f} pt")
print(f"Uniform gap: rms mismatch {rms_size*to_mev:.4f} MeV/c, "
      f"{rms_size/pt:.4f} pt")
print(f"Sideways frame at 1 % of ion speed, gap 90: energy error "
      f"{boost_error:.2f} eV")
print(f"Same frame, gap 180: energy error below 0.001 eV: "
      f"{abs(right_error) < 1e-3}")
print(f"With drag: energy lost {drag_loss:.1f} eV, gap {deg(drag_gap):.6f} deg")
print(f"Target motion at {temperature:.0f} K: {p_thermal*to_mev:.4f} MeV/c "
      "per component")
print(f"Gap shift from that motion: path {deg(thermal_shift):.3f} deg, "
      f"estimate {deg(p_thermal/pt):.3f} deg")
print(f"Largest impact parameter {b_max:.4f} nm, path step {step:.4f} nm")
print(f"pt at median impact parameter {pt_median*to_mev:.4f} MeV/c")
print(f"Displacement energy (rough) {displacement_energy:.0f} eV: "
      f"pt there {pt_edge*to_mev:.4f} MeV/c")
print(f"Thermal gap shift there {deg(p_thermal/pt_edge):.2f} deg")
print(f"Neighbour at {bond:.4f} nm: push on ion {p_neighbour*to_mev:.5f} MeV/c")
print(f"Transverse momentum to lattice {p_lattice*to_mev:.4f} MeV/c")
print(f"Electronic loss in collision, estimate {inelastic:.1f} eV")
print(f"Most momentum electrons could carry {p_electrons:.4f} MeV/c")
print(f"E/(M1 c^2) {energy/(m1*u_ev):.2e}, pt*b/hbar {action_ratio:.0f}")
print(f"Monte Carlo: {ions} ions, {collisions} collisions, "
      f"path {collisions*step:.2f} nm")
print(f"Mean nuclear energy loss {total_transfer.mean():.1f} eV")
print(f"Electronic loss left out, estimate "
      f"{density*stopping*collisions*step:.0f} eV")
print(f"Opposite azimuths: largest mismatch/p0 {error_right.max()/p0:.1e}")
print(f"Independent: rms mismatch {rms_wrong*to_mev:.3f} MeV/c = "
      f"{100*rms_wrong/p0:.1f} % of p0")
print(f"Predicted rms mismatch {rms_predicted*to_mev:.3f} MeV/c")
print(f"Share of its square from displacing collisions "
      f"{100*displacing.sum()/predicted.sum():.1f} %")
print(f"Ion rms transverse momentum {ion_side*to_mev:.3f} MeV/c")
print(f"Recoil mean sin^2 to beam, energy weighted: opposite "
      f"{side_right.sum()/total_transfer.sum():.4f}")
print(f"Recoil mean sin^2 to beam, energy weighted: independent "
      f"{side_wrong.sum()/total_transfer.sum():.4f}")
print(f"Ion-recoil transverse correlation: opposite {corr_right:.4f}, "
      f"independent {corr_wrong:.4f}")
print("all tests passed")
```

Running it gives:

```
Ion B 11 u, target Si 28 u, energy 20000 eV
Impact parameter 0.010 nm, screening length 0.01427 nm
Closest approach 0.01179 nm
Reduced mass 7.8974 u, gamma 0.8100
Incoming momentum 20.245 MeV/c
CM angle: integral 25.1232, path 25.1232 deg
Lab polar angles: ion 18.109 deg, recoil 77.438 deg
Energy transfer 766.28 eV, ion keeps 19233.72 eV
Transverse momentum pt 6.1710 MeV/c = 30.48 % of p0
Azimuths on path: ion 35.0000 deg, gap 180.000000 deg
Gap   0 deg: momentum mismatch 12.3420 MeV/c
Gap  60 deg: momentum mismatch 10.6885 MeV/c
Gap  90 deg: momentum mismatch 8.7271 MeV/c
Gap 120 deg: momentum mismatch 6.1710 MeV/c
Gap 180 deg: momentum mismatch 0.0000 MeV/c
Uniform gap: mean mismatch 7.8572 MeV/c, 1.2732 pt
Uniform gap: rms mismatch 8.7271 MeV/c, 1.4142 pt
Sideways frame at 1 % of ion speed, gap 90: energy error -172.43 eV
Same frame, gap 180: energy error below 0.001 eV: True
With drag: energy lost 100.4 eV, gap 180.000000 deg
Target motion at 300 K: 0.0286 MeV/c per component
Gap shift from that motion: path 0.266 deg, estimate 0.266 deg
Largest impact parameter 0.1532 nm, path step 0.2715 nm
pt at median impact parameter 0.0423 MeV/c
Displacement energy (rough) 15 eV: pt there 0.8842 MeV/c
Thermal gap shift there 1.86 deg
Neighbour at 0.2351 nm: push on ion 0.00205 MeV/c
Transverse momentum to lattice 0.0607 MeV/c
Electronic loss in collision, estimate 100.6 eV
Most momentum electrons could carry 0.0442 MeV/c
E/(M1 c^2) 1.95e-06, pt*b/hbar 313
Monte Carlo: 10000 ions, 40 collisions, path 10.86 nm
Mean nuclear energy loss 707.2 eV
Electronic loss left out, estimate 995 eV
Opposite azimuths: largest mismatch/p0 1.2e-15
Independent: rms mismatch 7.476 MeV/c = 36.9 % of p0
Predicted rms mismatch 7.440 MeV/c
Share of its square from displacing collisions 95.8 %
Ion rms transverse momentum 5.063 MeV/c
Recoil mean sin^2 to beam, energy weighted: opposite 0.7494
Recoil mean sin^2 to beam, energy weighted: independent 0.7431
Ion-recoil transverse correlation: opposite -1.0000, independent 0.0343
all tests passed
```
